# From the Ladder Bethe-Salpeter Equation to the Schrödinger Equation with Reduced Mass, part 2

Muonium is an electron (particle 1) bound to an antimuon (particle 2). We want to know how the Schrödinger equation with reduced mass follows from a relativistic two-body equation, and how large the remaining relativistic effects are. The force is instantaneous Coulomb exchange in Coulomb gauge, summed over all ladder graphs.

We use atomic units, \(\hbar=e=m_e=1\), so that \(c=1/\alpha=137.036\). The masses are \(m_1,m_2\), with \(M=m_1+m_2\), and the charges are \(-1\) and \(+1\). The total energy in the rest frame is \(E=Mc^2+W\) with \(W<0\), and the momenta are \(\mathbf p\) and \(-\mathbf p\). With Dirac matrices \(\boldsymbol\alpha_i,\beta_i\), the free Hamiltonians are

\[
h_1=c\,\boldsymbol\alpha_1\!\cdot\mathbf p+\beta_1m_1c^2,\qquad
h_2=-c\,\boldsymbol\alpha_2\!\cdot\mathbf p+\beta_2m_2c^2 . \tag{2}
\]

Their eigenvalues are \(\pm E_i\), where \(E_i=\sqrt{c^2p^2+m_i^2c^4}\), and the projectors on the two signs are

\[
\Lambda_i^{\pm}=\tfrac12\left(1\pm h_i/E_i\right). \tag{3}
\]

We write \(\Lambda^{++}=\Lambda_1^+\Lambda_2^+\) and \(\Lambda^{--}=\Lambda_1^-\Lambda_2^-\).

In the ladder the particles carry energies \(\eta_1E+\varepsilon\) and \(\eta_2E-\varepsilon\), with \(\eta_1+\eta_2=1\). Integrating over the relative energy \(\varepsilon\) leaves the Salpeter equation for the equal-time amplitude \(\phi(\mathbf p)\):

\[
(E-h_1-h_2)\,\phi=(\Lambda^{++}-\Lambda^{--})\,U\phi . \tag{17}
\]

Here \((U\phi)(\mathbf p)=\int\frac{d^3p'}{(2\pi)^3}V(\mathbf p-\mathbf p')\phi(\mathbf p')\), with \(V(\mathbf k)=-4\pi/k^2\) and \(\mathbf k=\mathbf p-\mathbf p'\); in position space \(V(\mathbf r)=-1/r\). The amplitude has only the components \(\phi^{++}=\Lambda^{++}\phi\) and \(\phi^{--}=\Lambda^{--}\phi\).

The list of calculated quantities at the end also includes a numerical test of the integral over \(\varepsilon\), and the positions in \(\varepsilon\) of the poles of the free propagators, above or below the real axis, for the energy shares \(\eta_i=m_i/M\).

### The leading limit

Write \(T_i=E_i-m_ic^2\). The two projections of (17) are

\[
\begin{aligned}
(W-T_1-T_2)\,\phi^{++}&=\Lambda^{++}U(\phi^{++}+\phi^{--}),\\
(2Mc^2+W+T_1+T_2)\,\phi^{--}&=-\Lambda^{--}U(\phi^{++}+\phi^{--}).
\end{aligned} \tag{20}
\]

In the first line the rest energies have cancelled; in the second they have added. Let \(c\to\infty\) at fixed \(W\) and fixed momenta. The kinetic energy is

\[
T_i=\frac{E_i^2-m_i^2c^4}{E_i+m_ic^2}=\frac{c^2p^2}{E_i+m_ic^2}\;\longrightarrow\;\frac{p^2}{2m_i}. \tag{21}
\]

The second line of (20) gives \(\phi^{--}\to0\), since its left side carries \(2Mc^2\). In the projectors (3), \(h_i/E_i\to\beta_i\), so \(\Lambda^{++}\) becomes the projector on the upper components of both spinors. The Coulomb interaction does not change spin, and each spin component obeys

\[
\left(\frac{p^2}{2m_1}+\frac{p^2}{2m_2}\right)\phi+U\phi=W\phi . \tag{22}
\]

The two particles have opposite momenta of equal size, so both kinetic energies contain the same \(p^2\):

\[
\left(\frac{p^2}{2\mu}+U\right)\phi=W\phi,\qquad
\frac1\mu=\frac1{m_1}+\frac1{m_2}. \tag{23}
\]

This is the Schrödinger equation with reduced mass. The reduced mass expresses the recoil of the heavier particle, whose kinetic energy is \(p^2/2m_2\). As \(m_2\to\infty\) that energy vanishes and \(\mu\to m_1\). For equal masses both particles share the kinetic energy, and \(\mu=m_1/2\).

For the ground state take \(\psi(r)=\sqrt{\mu^3/\pi}\,e^{-\mu r}\) in position space. Then \(\psi'=-\mu\psi\) and \(\psi''=\mu^2\psi\), so

\[
-\frac1{2\mu}\left(\psi''+\frac2r\psi'\right)-\frac1r\psi
=-\frac\mu2\psi+\frac1r\psi-\frac1r\psi=-\frac\mu2\psi . \tag{24}
\]

Hence \(W=-\mu/2\), and the length scale is \(1/\mu\). The Fourier transform of \(e^{-\mu r}/r\) is \(4\pi/(p^2+\mu^2)\). Applying \(-d/d\mu\) shows that the transform of \(e^{-\mu r}\) is \(8\pi\mu/(p^2+\mu^2)^2\), which is the momentum dependence of \(\phi\).

For muonium \(m_2=206.76828\), and

\[
\mu=\frac{206.76828}{207.76828}=0.995187,\qquad
W=0.995187\times(-13.605693)=-13.5402\ \text{eV}. \tag{25}
\]

Recoil raises the energy by \(0.065485\) eV. The length \(1/\mu\) is \(0.531736\) Å.

### Reducing the singlet spinors

To find the size of the remaining relativistic effects, we reduce (17) for the spin singlet with total angular momentum zero. Let \(\hat{\mathbf p}=\mathbf p/p\). A positive-energy spinor of particle 1 has upper part \(a_1\) and lower part \(b_1\boldsymbol\sigma_1\!\cdot\hat{\mathbf p}\), both acting on a two-component spin state. The upper row of \(h_1u_1=E_1u_1\) reads \(m_1c^2a_1+cp\,b_1=E_1a_1\). With \(a_1^2+b_1^2=1\) this gives, for either particle,

\[
\frac{b_i}{a_i}=\frac{E_i-m_ic^2}{cp}=\frac{cp}{E_i+m_ic^2},\qquad
a_i=\sqrt{\frac{E_i+m_ic^2}{2E_i}} . \tag{26}
\]

The orthogonal negative-energy spinor has upper part \(-b_1\boldsymbol\sigma_1\!\cdot\hat{\mathbf p}\) and lower part \(a_1\). For particle 2 the sign of \(\hat{\mathbf p}\) is reversed. We put

\[
\phi(\mathbf p)=\left[f(p)\,u_1u_2+g(p)\,v_1v_2\right]|s\rangle , \tag{27}
\]

where \(u_i,v_i\) are the positive- and negative-energy spinors and \(|s\rangle\) is the singlet, for which \(\boldsymbol\sigma_2|s\rangle=-\boldsymbol\sigma_1|s\rangle\).

Primes denote functions of \(p'\). Let \(x=\hat{\mathbf p}\cdot\hat{\mathbf p}'\) and \(\mathbf n=\hat{\mathbf p}\times\hat{\mathbf p}'\). The Pauli product rule gives \(\boldsymbol\sigma\!\cdot\hat{\mathbf p}\,\boldsymbol\sigma\!\cdot\hat{\mathbf p}'=x+i\boldsymbol\sigma\!\cdot\mathbf n\). With \(A_i=a_ia_i'\) and \(B_i=b_ib_i'\), the overlap \(u_i^\dagger u_i'\) is \(A_i+B_i(x+i\boldsymbol\sigma_i\!\cdot\mathbf n)\). The reversed momentum of particle 2 enters twice and leaves no sign. Acting on the singlet, with \(\boldsymbol\sigma_2\) replaced by \(-\boldsymbol\sigma_1\), the product of the two overlaps is

\[
\begin{aligned}
&[A_1+B_1(x+i\boldsymbol\sigma_1\!\cdot\mathbf n)]\,[A_2+B_2(x-i\boldsymbol\sigma_1\!\cdot\mathbf n)]\\
&\quad=A_1A_2+B_1B_2+x(A_1B_2+B_1A_2)+i\boldsymbol\sigma_1\!\cdot\mathbf n\,(B_1A_2-A_1B_2).
\end{aligned} \tag{28}
\]

Here \((\boldsymbol\sigma_1\!\cdot\mathbf n)^2=n^2=1-x^2\), so the coefficient of \(B_1B_2\) is \(x^2+1-x^2=1\). The last term vanishes when \(\hat{\mathbf p}'\) is integrated around \(\hat{\mathbf p}\), because \(\mathbf n\) then averages to zero. What remains is

\[
\mathcal K=A_1A_2+B_1B_2+x(A_1B_2+B_1A_2). \tag{29}
\]

The overlaps \(v_i^\dagger v_i'\) have the same form as \(u_i^\dagger u_i'\), so \(\mathcal K\) also connects \(g\) with \(g\).

Between opposite signs, \(u_1^\dagger v_1'=b_1a_1'\boldsymbol\sigma_1\!\cdot\hat{\mathbf p}-a_1b_1'\boldsymbol\sigma_1\!\cdot\hat{\mathbf p}'\). For particle 2 the reversed momentum and the singlet rule each change the sign once, which leaves the same form with label 2 on the coefficients. Multiplying the two and dropping the terms in \(\mathbf n\) gives

\[
\mathcal L=b_1b_2a_1'a_2'+a_1a_2b_1'b_2'
-x\left(b_1a_2a_1'b_2'+a_1b_2b_1'a_2'\right). \tag{30}
\]

It is unchanged when primed and unprimed factors are exchanged, so it serves for both directions. The radial equations are

\[
\begin{aligned}
(E_1+E_2-E)f&=-\int\!\frac{d^3p'}{(2\pi)^3}V(\mathbf k)\,(\mathcal Kf'+\mathcal Lg'),\\
(E_1+E_2+E)g&=-\int\!\frac{d^3p'}{(2\pi)^3}V(\mathbf k)\,(\mathcal Lf'+\mathcal Kg').
\end{aligned} \tag{31}
\]

Both (29) and (30) were tested against explicit Dirac spinors at one pair of momenta.

### The first relativistic shift

At momenta small compared with \(m_ic\), equation (26) gives \(b_i\simeq p/2m_ic\) and \(a_i\simeq1-p^2/8m_i^2c^2\). Through order \(c^{-2}\), the term \(B_1B_2\) in (29) is negligible, and

\[
\mathcal K\simeq1-\frac{p^2+p'^2-2pp'x}{8c^2}\left(\frac1{m_1^2}+\frac1{m_2^2}\right)
=1-\frac{k^2}{8c^2}\left(\frac1{m_1^2}+\frac1{m_2^2}\right). \tag{32}
\]

Multiplication by \(V=-4\pi/k^2\) cancels \(k^2\) in the correction. The added interaction is the constant \((\pi/2c^2)(m_1^{-2}+m_2^{-2})\) in momentum space, which is a repulsive contact term proportional to \(\delta(\mathbf r)\). Its first-order energy contains \(|\psi(0)|^2=\mu^3/\pi\).

The kinetic correction follows from \(T_i\simeq p^2/2m_i-p^4/8m_i^3c^2\). To average \(p^4\), use \(p^2\psi=2\mu(W+1/r)\psi\):

\[
\langle p^4\rangle=4\mu^2\left(W^2+2W\left\langle\frac1r\right\rangle+\left\langle\frac1{r^2}\right\rangle\right). \tag{33}
\]

Direct integration gives \(\langle1/r\rangle=4\mu^3\int_0^\infty re^{-2\mu r}dr=\mu\) and \(\langle1/r^2\rangle=4\mu^3\int_0^\infty e^{-2\mu r}dr=2\mu^2\). Hence \(\langle p^4\rangle=4\mu^2(\mu^2/4-\mu^2+2\mu^2)=5\mu^4\). The total shift at this order is

\[
\Delta W=\frac1{c^2}\left[-\frac58\mu^4\left(\frac1{m_1^3}+\frac1{m_2^3}\right)
+\frac12\mu^3\left(\frac1{m_1^2}+\frac1{m_2^2}\right)\right]. \tag{34}
\]

For muonium the kinetic part is \(-8.883\times10^{-4}\) eV and the contact part \(7.141\times10^{-4}\) eV. Their sum is \(-1.742\times10^{-4}\) eV. Each is smaller than the binding energy by a factor of order \(c^{-2}\), and they partly cancel. The balance depends on the mass ratio. For \(m_1=m_2=1\), where \(\mu=1/2\), the bracket in (34) is \(-0.078125+0.125=0.046875\), and the shift is upward.

### The negative-energy component

The mixing kernel (30) at low momentum is

\[
\mathcal L\simeq\frac{p^2+p'^2-2pp'x}{4m_1m_2c^2}=\frac{k^2}{4m_1m_2c^2},\qquad
V\mathcal L\simeq-\frac{\pi}{m_1m_2c^2}. \tag{35}
\]

This too is a contact interaction. Solving the second line of (31) for \(g\) to lowest order and inserting it in the first gives the second-order energy

\[
\Delta W_{--}\simeq-\int\!\frac{d^3p}{(2\pi)^3}\,
\frac{1}{E_1+E_2+E}\left|\int\!\frac{d^3p'}{(2\pi)^3}V\mathcal Lf'\right|^2, \tag{36}
\]

with \(f\) normalized. It is negative because the sign in front of the interaction in the \(--\) equation is opposite to that for an ordinary state at energy \(-(E_1+E_2)\), which would lie below the bound state and push it up.

If the constant (35) were used at all \(p\), the integral would diverge, so relativistic momenta decide its size. Set \(p=cq\) with \(q\) fixed. The amplitude \(f'\) is concentrated at momenta near \(\mu\), where \(a_i'\simeq1\) and \(b_i'\simeq0\). Then \(\mathcal L\simeq b_1b_2\), \(V\simeq-4\pi/c^2q^2\), and \(\int d^3p'f'/(2\pi)^3=\psi(0)\). With \(e_i=\sqrt{q^2+m_i^2}\),

\[
\Delta W_{--}\simeq-\frac{|\psi(0)|^2}{c^3}\int\!\frac{d^3q}{(2\pi)^3}\,
\frac{16\pi^2\,b_1^2b_2^2}{q^4\,(M+e_1+e_2)} . \tag{37}
\]

The powers of \(c\) are \(3\) from the measure, \(-4\) from \(V^2\) and \(-2\) from the denominator. At small \(q\), \(b_1^2b_2^2\) is proportional to \(q^4\); at large \(q\) each \(b_i^2\) tends to \(1/2\) and the radial integrand falls as \(q^{-3}\). The integral is finite, and the effect scales as \(c^{-3}\), one order beyond (34). For equal masses, the numerical energies with and without the \(--\) component, at two values of \(c\), give the inverse power \(2.999\).

### Numerical solution for muonium

The angular integrals in (31) can be done in closed form. With \(z=(p^2+p'^2)/2pp'\),

\[
\int_{-1}^{1}\!\frac{dx}{k^2}=\frac{Q_0}{pp'},\qquad
\int_{-1}^{1}\!\frac{x\,dx}{k^2}=\frac{Q_1}{pp'},\qquad
Q_0=\ln\left|\frac{p+p'}{p-p'}\right|,\quad Q_1=zQ_0-1. \tag{38}
\]

Both \(Q_0\) and \(Q_1\) depend only on \(\ln p-\ln p'\), so the equations were solved on a grid uniform in \(\ln p\). As a test, the same discretized interaction with kinetic energy \(p^2/2m_1+p^2/2m_2\) reproduced the \(1s\) and \(2p\) energies \(-\mu/2\) and \(-\mu/8\) with errors below \(10^{-11}\) eV.

The Salpeter energy of muonium is \(W=-13.540387\) eV, lower than the Schrödinger value by \(1.783\times10^{-4}\) eV. Formula (34) accounts for \(1.742\times10^{-4}\) eV, and the numerical shift is \(2.4\%\) larger than the formula. A difference of relative order \(1/c\) is expected. The next term in the expansion of \(T_i\) is proportional to \(p^6/c^4\), and since \(|\phi|^2\) falls as \(p^{-8}\), its average diverges linearly. Cutting it off at \(p\sim m_ic\) turns \(c^{-4}\) into \(c^{-3}\). This fixes the order but not the sign: the \(p^6\) term is positive and raises the energy, while the numerical energy lies below (34). The \(c^{-4}\) terms in the expansion of \(\mathcal K\) and the second-order effect of the \(c^{-2}\) corrections diverge linearly in the same way and also contribute at order \(c^{-3}\); their sum is not derived here. Combining the solutions at \(c\) and \(4c\) so that a \(c^{-3}\) energy cancels gives the coefficient of \(c^{-2}\) as \(-0.12028\), against \(-0.12023\) from (34).

The \(--\) component cannot explain the \(2.4\%\). Its second-order effect is \(-3.8\times10^{-11}\) eV, while the discrepancy is about \(4\times10^{-6}\) eV. The discrepancy therefore belongs to the positive-energy part of the equation. The squared overlap of the Salpeter amplitude \(f\) with the Schrödinger \(1s\) function differs from one by \(7.9\times10^{-10}\).

The shift of \(-1.783\times10^{-4}\) eV is a property of the Coulomb ladder and is not the fine structure of real muonium. A transverse photon couples to the currents \(c\boldsymbol\alpha_i\), whose matrix elements between slow positive-energy spinors are of the order of the velocities \(p/m_i\). Relative to Coulomb exchange it contributes at order \(p^2/m_1m_2c^2\), the same power of \(c\) as (34), and it includes the magnetic interaction of the two spins. Crossed graphs, self-energies and vacuum polarization are also absent. When the masses and charges are the measured ones, all these effects are corrections that vanish as \(c\to\infty\), and the leading equation (23) keeps its form. It requires that the typical momentum \(\mu\) be small compared with \(m_1c\) and \(m_2c\). For the electron in muonium that ratio is about \(1/137\). Further digits and the equal-mass coefficients are in the numerical output.

## Calculated quantities

```
largest error of relative-energy integral (c=1 test): 2.6e-11
speed of light c: 137.035999 atomic units
muon/electron mass ratio: 206.76828
reduced mass mu: 0.99518695 electron masses
electron rest energy: 510998.95 eV
muon rest energy: 1.0566e+08 eV
poles at p = mu, energy shares m_i/M, W = -mu/2:
  electron, positive energy (below axis): 13.54003 eV
  antimuon, positive energy (above axis): -13.54021 eV
  electron, negative energy (above axis): -1.02201e+06 eV
  antimuon, negative energy (below axis): 2.11317e+08 eV
denominator E1+E2-E at p = mu: 27.08024 eV
denominator E1+E2+E at p = mu: 2.12339e+08 eV
Schroedinger 1s, infinite muon mass: -13.605693 eV
Schroedinger 1s, reduced mass: -13.540208 eV
reduced-mass change of 1s energy: 0.065485 eV
numerical two-body 1s minus formula: -6.3e-12 eV
Schroedinger 2p, reduced mass: -3.385052 eV
numerical two-body 2p minus formula: -1.0e-12 eV
length 1/mu: 0.531736 angstrom
Salpeter singlet ground energy W: -13.540387 eV
Salpeter minus Schroedinger: -1.7833e-04 eV
c^-2 kinetic part: -8.8834e-04 eV
c^-2 contact part: 7.1413e-04 eV
c^-2 formula, sum: -1.7421e-04 eV
numerical shift / c^-2 formula: 1.0236
muonium c^-2 coefficient, extrapolated: -0.12028 atomic units
muonium c^-2 coefficient, formula: -0.12023 atomic units
second-order effect of -- component: -3.8e-11 eV
weight ratio of -- to ++ component: 1.2e-19
1 - squared overlap with Schroedinger 1s: 7.9e-10
equal masses, c^-2 coefficient extrapolated: 0.04687 atomic units
equal masses, c^-2 coefficient formula: 0.04688 atomic units
equal masses, fitted inverse power of c in -- effect: 2.999
```
